# Donor ionisation in a two-dimensional channel at room temperature

## Problem

A two-dimensional semiconductor channel contains \(N_D=10^{16}\ \mathrm{m^{-2}}\) identical donors (\(10^{12}\ \mathrm{cm^{-2}}\)). Its conduction band has the effective density \(N_c=10^{17}\ \mathrm{m^{-2}}\) (\(10^{13}\ \mathrm{cm^{-2}}\)) at \(T=300\ \mathrm K\). An electron bound to a donor lies \(E_b=0.1\ \mathrm{eV}\) below the band edge, and the occupied donor has degeneracy \(g=2\), from the spin of that electron. These are round model parameters and belong to no particular material.

There are no acceptors or traps, and no gate adds charge. The band is parabolic. A donor is either empty, with charge \(+e\), or neutral with one electron in its lowest level. Energies are measured from the band edge, \(\mu\) is the chemical potential, \(k_B\) is Boltzmann's constant, and \(\eta=\mu/k_BT\).

1. Express the free-electron density \(n\) through \(\mu\), and find its form for a dilute electron gas.
2. Find the probability that a donor is ionised.
3. Determine the ionised fraction \(x=n/N_D\), treating the electron gas as dilute.
4. Explain why \(x\) differs from the factor \(e^{-E_b/k_BT}\).
5. Estimate the error made by treating the gas as dilute.

## Hints

**Part 1.** Count plane waves in the wave-vector plane, with two spins each. In two dimensions \(k\,dk\) is proportional to the energy interval, so the Fermi integral is elementary.

**Part 2.** Write down every allowed state of one donor and give each the weight \(\exp[(\mu N-E)/k_BT]\), where \(N\) is its electron number and \(E\) its energy.

**Part 3.** Each free electron has left one charged donor behind. Use this to eliminate \(\mu\); a quadratic equation remains.

**Part 4.** Compare the number of band states available with the number of donors.

**Part 5.** Keep the logarithm found in part 1, and expand in the small ratio \(r=N_D/N_c\).

## Full solution

### 1. Electrons in the band

For one valley of mass \(m\), the energy is \(\varepsilon=\hbar^2k^2/2m\). A unit area holds \(d^2k/(2\pi)^2\) plane waves per spin, and \(d^2k=2\pi k\,dk\). With two spins,

\[
n=2\int\frac{d^2k}{(2\pi)^2}\,f(\varepsilon)=\frac1\pi\int_0^\infty k\,f(\varepsilon)\,dk,
\qquad f(\varepsilon)=\frac{1}{1+e^{(\varepsilon-\mu)/k_BT}} .
\]

Since \(k\,dk=m\,d\varepsilon/\hbar^2\), the substitution \(u=\varepsilon/k_BT\) gives

\[
n=\frac{m k_BT}{\pi\hbar^2}\int_0^\infty\frac{e^{\eta-u}}{1+e^{\eta-u}}\,du
=N_c\Big[-\ln(1+e^{\eta-u})\Big]_0^\infty=N_c\ln(1+e^\eta),
\]

with \(N_c=mk_BT/\pi\hbar^2\). The given \(N_c\) corresponds to a single valley of mass \(0.926\,m_e\). With several equivalent valleys, \(N_c\) is the sum over them.

If \(e^\eta\ll1\), then \(\ln(1+e^\eta)\approx e^\eta\), and the dilute, or Boltzmann, form is

\[
n\approx N_c e^\eta .
\]

It requires \(n\ll N_c\). Here \(n\) cannot exceed \(N_D=0.1\,N_c\), so the approximation is reasonable from the start.

### 2. The donor

The empty donor has \(N=0\), \(E=0\) and weight 1. Each of the \(g\) occupied states has \(N=1\), \(E=-E_b\) and weight \(e^{(\mu+E_b)/k_BT}\). The probability of the empty, ionised state is therefore

\[
p_+=\frac{1}{1+g\,e^{(\mu+E_b)/k_BT}} .
\]

The degeneracy multiplies the occupied weight: more ways of binding the electron make ionisation less likely.

Two kinds of state have been left out. An excited bound level with binding energy \(E_1<E_b\) and degeneracy \(g_1\) would add \(g_1e^{(\mu+E_1)/k_BT}\) to the denominator. This amounts to replacing \(g\) by \(g+g_1e^{-(E_b-E_1)/k_BT}\), which lowers the ionisation. For an unscreened two-dimensional Coulomb donor the first excited shell has \(g_1=6\) and \(E_1=E_b/9\); with the present data it raises \(g\) from 2 to 2.19 and lowers the ionised fraction by about one percentage point. A donor with two electrons and repulsion energy \(U\) would have \(E=-2E_b+U\) and weight \(e^{(2\mu+2E_b-U)/k_BT}\). Such a donor is negatively charged, so neutrality would read \(n=N_D(p_+-p_-)\), with \(p_-\) its probability. Neglecting it therefore requires this weight to be small compared with 1, the weight of the empty donor. An unscreened two-dimensional Coulomb donor binds the second electron by about \(0.12E_b\), so \(U\approx0.088\ \mathrm{eV}\) here; the weight is then about 0.05, and \(n/N_D\) falls by about one percentage point.

### 3. Neutrality and the ionised fraction

The negative charge of the free electrons balances the positive charge of the empty donors, so \(n=N_Dp_+\), or \(x=p_+\). In the dilute form \(e^\eta=n/N_c=xN_D/N_c\). Inserting this in \(p_+\) gives

\[
x=\frac{1}{1+x/c},\qquad
c=\frac{N_c}{gN_D}\,e^{-E_b/k_BT}.
\]

Multiplying by the denominator gives \(x+x^2/c=1\), hence

\[
\frac{x^2}{1-x}=c,\qquad x^2+cx-c=0 .
\]

The product of the two roots is \(-c<0\), so one root is positive and the other negative. A fraction must be positive:

\[
x=\frac{-c+\sqrt{c^2+4c}}{2}.
\]

Multiplying numerator and denominator by \(\sqrt{c^2+4c}+c\) turns the numerator into \(c^2+4c-c^2=4c\). Dividing above and below by \(2c\) then gives

\[
x=\frac{4c}{2\left(c+\sqrt{c^2+4c}\right)}=\frac{2}{1+\sqrt{1+4/c}} .
\]

**Numbers.** At 300 K, \(k_BT=0.025852\ \mathrm{eV}\), so \(E_b/k_BT=3.868\) and \(e^{E_b/k_BT}=47.855\). Then

\[
c=\frac{10^{17}}{2\times10^{16}\times47.855}=0.1045,
\qquad
x=\frac{2}{1+6.268}=0.275 .
\]

About 28 percent of the donors are ionised. The free-electron density is \(n=2.75\times10^{15}\ \mathrm{m^{-2}}\), or \(2.75\times10^{11}\ \mathrm{cm^{-2}}\).

**Check through the chemical potential.** With \(n/N_c=0.02752\),

\[
\mu=k_BT\ln(0.02752)=-0.0929\ \mathrm{eV}.
\]

This is \(0.0071\ \mathrm{eV}\) above the donor level. The ratio of occupied to empty donors is \(2e^{0.00712/0.025852}=2.634\), and \(1/(1+2.634)=0.275\), as found above.

**Check without a chemical potential.** Let \(M\) donors occupy an area \(A=M/N_D\), and let \(j\) of them be ionised. There are \(\binom Mj\) ways to choose these, and the remaining \(M-j\) donors each contribute \(g\,e^{E_b/k_BT}\). One free electron in the dilute gas has the partition sum \(N_cA\), and \(j\) identical ones have \((N_cA)^j/j!\). The total weight is

\[
W_j=\binom Mj\left(g\,e^{E_b/k_BT}\right)^{M-j}\frac{(N_cA)^j}{j!}.
\]

The ratio of neighbouring weights is

\[
\frac{W_{j+1}}{W_j}=\frac{M-j}{(j+1)^2}\,\frac{N_cA\,e^{-E_b/k_BT}}{g}.
\]

At the maximum for large \(M\) this ratio is 1. Putting \(j=xM\) and \(M=N_DA\) gives \(x^2/(1-x)=c\) again. The average of \(j/M\) over these weights for 20000 donors is 27.52 percent, in agreement with the closed form.

### 4. Why the exponential alone is not the answer

The factor \(e^{-E_b/k_BT}\) is only 2.1 percent. It compares one band state at the edge with one bound state, whereas the ionised electron has many band states to choose from. The effective number of band states per donor is \(N_c/N_D=10\), set against two bound states. This raises the factor fivefold, to \(c=0.1045\).

The fraction is not \(c\) itself, because the charged donors and the free electrons both grow in proportion to \(x\), and recapture needs one of each. For \(c\ll1\), \(1-x\approx1\) and therefore \(x\approx\sqrt c\). Expanding the positive root one order further,

\[
x=\sqrt c\,\sqrt{1+c/4}-\frac c2\approx\sqrt c-\frac c2
=0.323-0.052=0.271,
\]

which is already close to the full root.

The two limits show what controls the result.

- **Weak ionisation, \(c\ll1\).** Here \(n\approx N_D\sqrt c=\sqrt{N_DN_c/g}\;e^{-E_b/2k_BT}\). Half the binding energy appears in the exponent. Cooling lowers \(c\), mainly through the exponential and also through \(N_c\propto T\), and freezes the electrons onto the donors.
- **Nearly complete ionisation, \(c\gg1\).** Then \(1-x=x^2/c\approx1/c\). At fixed temperature this limit is reached by diluting the donors, since \(c\propto1/N_D\).

The half in the exponent requires any acceptors to be far fewer than the free electrons. If acceptors of density \(N_A<N_D\) are all negatively charged, neutrality reads \(n+N_A=N_Dp_+\), and the neutral donors number \(N_D-N_A-n\). The ratio of ionised to neutral donors is still \(N_ce^{-E_b/k_BT}/(gn)\), so

\[
\frac{n(n+N_A)}{N_D-N_A-n}=\frac{N_c}{g}e^{-E_b/k_BT}.
\]

When cooling makes \(n\) much smaller than both \(N_A\) and \(N_D-N_A\), the left side becomes proportional to \(n\), and the full \(E_b\) appears in the exponent.

### 5. Error of the dilute approximation

The full relation \(n=N_c\ln(1+e^\eta)\) gives \(e^\eta=e^{n/N_c}-1=e^{rx}-1\), with \(r=N_D/N_c=0.1\). The donor equation becomes

\[
x=\frac{1}{1+g\,e^{E_b/k_BT}(e^{rx}-1)} .
\]

From the definition of \(c\), \(g\,e^{E_b/k_BT}=1/(rc)\). Rearranging,

\[
\frac{x}{1-x}\,\frac{e^{rx}-1}{r}=c .
\]

For small \(r\), \((e^{rx}-1)/r\approx x(1+rx/2)\). Taking logarithms and keeping first order in \(r\),

\[
2\ln x-\ln(1-x)+\frac{rx}{2}=\ln c .
\]

Let \(x_0\) be the dilute solution, which satisfies \(2\ln x_0-\ln(1-x_0)=\ln c\), and put \(x=x_0+\delta x\). Subtracting the two equations gives, to first order,

\[
\left(\frac{2}{x_0}+\frac{1}{1-x_0}\right)\delta x+\frac{rx_0}{2}=0 .
\]

The bracket equals \((2-x_0)/[x_0(1-x_0)]\), so

\[
\delta x=-\frac{r x_0^2}{2}\,\frac{1-x_0}{2-x_0}
=-\frac{0.1\times0.0757}{2}\times\frac{0.725}{1.725}=-0.0016 .
\]

The fraction falls by 0.16 percentage points. A numerical solution with the full Fermi function gives 27.4 percent, against 27.5 percent in the dilute approximation. The rounded value of 28 percent therefore belongs to the dilute approximation; full statistics round to 27. Both values belong to the model with one level and one electron per donor; the states left out in part 2 can shift the fraction by more than this correction. When \(r\) is halved at fixed \(c\), the error left after the first-order correction falls by a factor of 3.99, as expected for a second-order term.

The sign has a simple origin. Band states that are already partly filled accept fewer electrons, so a given density needs a higher chemical potential than the Boltzmann form predicts. A higher \(\mu\) fills more donors.

This correction is smaller than the effect of a modest uncertainty in the binding energy. Differentiating \(2\ln x-\ln(1-x)=\ln c\) at fixed \(N_c\), \(N_D\) and \(T\), with \(d\ln c=-dE_b/k_BT\), gives

\[
\frac{dx}{dE_b}=-\frac{1}{k_BT}\,\frac{x(1-x)}{2-x}
=-\frac{0.275\times0.725}{0.02585\times1.725}\ \mathrm{eV^{-1}}
\approx-4.5\ \mathrm{eV^{-1}} .
\]

An increase of \(0.01\ \mathrm{eV}\) in \(E_b\) thus lowers the fraction by about 4.5 percentage points, to first order. In a thin channel the surrounding dielectric and the free carriers screen the donor's attraction, so \(E_b\) must be the value for the actual environment. The model also assumes a single sharp donor level. Overlap of the bound states broadens it when the donors are very close. Even without overlap, the potential of randomly placed charged donors varies from site to site and spreads the levels. Where this spread is comparable with \(k_BT\), as it can be at the density used here, the calculated fraction is only a first estimate for a real channel.

## Variation 1: half ionisation

**Question.** At what donor density are half the donors ionised, with the other data unchanged?

**Solution.** Setting \(x=1/2\) gives \(c=(1/4)/(1/2)=1/2\). From the definition of \(c\),

\[
N_{1/2}=\frac{2N_c}{g}\,e^{-E_b/k_BT}
=10^{17}\times0.0209\ \mathrm{m^{-2}}
=2.09\times10^{15}\ \mathrm{m^{-2}},
\]

or \(2.09\times10^{11}\ \mathrm{cm^{-2}}\). Full Fermi statistics at this density give 49.9 percent.

The original channel has 4.8 times as many donors and a smaller ionised fraction, but more free electrons: \(2.75\times10^{15}\) against about \(1.04\times10^{15}\ \mathrm{m^{-2}}\). Both facts follow from

\[
\frac{n^2}{N_D-n}=\frac{N_c}{g}e^{-E_b/k_BT}.
\]

The right side does not depend on \(N_D\). The left side falls when \(N_D\) grows at fixed \(n\), so \(n\) must rise to restore it. The fraction nevertheless falls, because \(x\) increases with \(c\) and \(c\propto1/N_D\). Added donors supply more carriers, with diminishing return.

## Variation 2: another donor degeneracy

**Question.** How does the fraction change for \(g=1\) and \(g=4\), with \(N_c\) and \(E_b\) held fixed?

**Solution.** Since \(c\propto1/g\), the value 0.1045 for \(g=2\) is doubled for \(g=1\) and halved for \(g=4\). The closed form and the full Fermi solution give:

| \(g\) | dilute gas (percent) | full statistics (percent) |
|---|---|---|
| 1 | 36.4 | 36.2 |
| 2 | 27.5 | 27.4 |
| 4 | 20.4 | 20.3 |

In the limit \(x\approx\sqrt c\), a fourfold increase of \(g\) would halve the fraction. The actual ratio is \(36.4/20.4=1.8\), because the term \(-c/2\) lowers the larger fraction by the greater proportion.

Doubling \(g\) has the same effect on \(c\) as raising \(E_b\) by \(k_BT\ln2=0.018\ \mathrm{eV}\). The degeneracy is therefore part of the physical input. A value of 4 would apply if two valleys each supplied a spin-degenerate bound state at the same energy. If the second valley were added with its mass unchanged, \(N_c\) would double along with \(g\), and \(c\) would stay the same. The decrease in the table belongs to a change of \(g\) at fixed \(N_c\).

The numerical output below lists the main values used here.

## Computed values

```
temperature T = 300 K
donor density N_D = 1.000e+16 m^-2 = 1.000e+12 cm^-2
effective density N_c = 1.000e+17 m^-2 = 1.000e+13 cm^-2
binding energy E_b = 0.100 eV
donor degeneracy g = 2 (no unit)
equivalent one-valley mass = 0.9260 m_e
thermal energy kT = 0.025852 eV
E_b/kT = 3.8682 (no unit)
exp(E_b/kT) = 47.855 (no unit)
bare factor exp(-E_b/kT) = 2.090 percent
density ratio r = N_D/N_c = 0.100 (no unit)
parameter c = 0.10448 (no unit)
square root sqrt(1+4/c) = 6.2677 (no unit)
ionised fraction, Boltzmann band = 27.519 percent
free density, Boltzmann = 2.7519e+15 m^-2 = 2.7519e+11 cm^-2
n/N_c, Boltzmann = 0.02752 (no unit)
chemical potential, Boltzmann = -0.09288 eV
mu above donor level = 0.00712 eV
occupied/empty donor ratio = 2.6338 (no unit)
first-order Fermi shift = -0.1591 percentage points
fraction with first-order shift = 27.3600 percent
ionised fraction, full Fermi-Dirac = 27.3609 percent
free density, full = 2.7361e+15 m^-2 = 2.7361e+11 cm^-2
chemical potential, full = -0.09268 eV
remaining-error ratio on halving r = 3.992 (no unit)
number of donors in canonical sum = 20000 (no unit)
canonical-sum fraction = 27.5182 percent
half-ionisation donor density = 2.0897e+15 m^-2 = 2.0897e+11 cm^-2
full fraction at that density = 49.913 percent
g = 1: Boltzmann 36.44 percent, full 36.19 percent
g = 2: Boltzmann 27.52 percent, full 27.36 percent
g = 4: Boltzmann 20.39 percent, full 20.30 percent
```
